\section*{Open-circuit Lorenz ratio of a degenerate parabolic band with constant relaxation time}

\section{What goes wrong with a fixed Lorenz number}

The electronic heat conductivity of a conductor is often estimated from its electrical conductivity $\sigma$ as $\kappa=L_0\sigma T$, with $L_0=(\pi^2/3)(k_B/e)^2$. In a doped semiconductor $k_BT$ may be a tenth of the Fermi energy. For a parabolic band with a constant relaxation time the estimate is then about 3 per cent too high. Expanding the heat current at zero field does not repair it: in this model that gives a correction of the wrong sign, because it allows an electric current that an open circuit forbids. The theorem below gives the correction for one definite model.

\section{Assumptions and statement}

Electrons of charge $-e$, with $e>0$, occupy one isotropic band $\varepsilon=\hbar^2k^2/(2m)$ in three dimensions, with two spin states. Energies and the chemical potential $\mu$ are measured from the band edge. The state is steady, there is no magnetic field, and the response is linear in the gradients. Collisions return the distribution to local equilibrium in a time $\tau$ independent of energy. Lattice heat and phonon drag are excluded. Define
\begin{equation}
t=\frac{k_BT}{\mu},\qquad u=\pi^2t^2,\qquad L=\frac{\kappa}{\sigma T},
\end{equation}
where $\kappa$ is the electronic heat conductivity at zero electric current and $\sigma$ is the isothermal conductivity.

\textbf{Theorem.} As $t\to0^+$,
\begin{equation}
\frac{L}{L_0}=1-\frac{7}{20}\,u+\frac{89}{280}\,u^2+O(u^3).
\label{main}
\end{equation}
The leading correction is therefore $-0.35\,\pi^2(k_BT/\mu)^2$. If the transport function defined in Lemma 1 is proportional to $\varepsilon^s$ with fixed $s>0$, then
\begin{equation}
\frac{L}{L_0}=1+\frac{s(3s-8)}{15}\,u+O(u^2).
\label{general}
\end{equation}

\section{Lemma 1: currents and the open circuit}

\textbf{Lemma 1.} Let $f_0$ be the Fermi function and
\begin{equation}
K_n=\int_0^\infty\left(-\frac{\partial f_0}{\partial\varepsilon}\right)
\Sigma(\varepsilon)(\varepsilon-\mu)^n\,d\varepsilon,
\qquad \Sigma(\varepsilon)=\frac{\tau k^3}{3\pi^2m}\propto\varepsilon^{3/2}.
\end{equation}
Then $\sigma=e^2K_0$ and $\kappa=(K_2-K_1^2/K_0)/T$.

\textit{Proof.} Let fields and gradients point along $x$, with primes on $T$ and $\mu$ denoting $d/dx$. An electric field $\mathcal E$ exerts the force $-e\mathcal E$, so to first order the Boltzmann equation is
\begin{equation}
v_x\frac{\partial f_0}{\partial x}-e\mathcal E\,v_x
\frac{\partial f_0}{\partial\varepsilon}=-\frac{\delta f}{\tau}.
\end{equation}
Since $f_0$ depends on position through $(\varepsilon-\mu)/k_BT$,
\begin{equation}
\frac{\partial f_0}{\partial x}=
\left(-\frac{\partial f_0}{\partial\varepsilon}\right)
\left[\mu'+(\varepsilon-\mu)\frac{T'}{T}\right].
\end{equation}
With the electrochemical field $\mathcal E^*=\mathcal E+\mu'/e$, the two driving terms combine into
\begin{equation}
\delta f=-\tau v_x\left(-\frac{\partial f_0}{\partial\varepsilon}\right)
\left[e\mathcal E^*+(\varepsilon-\mu)\frac{T'}{T}\right].
\label{df}
\end{equation}
This is odd in $v_x$, so it changes neither the local density nor the local energy density. Relaxation to $f_0$ thus respects both conservation laws.

The electric current sums $-ev_x\delta f$ over states. The heat current sums $(\varepsilon-\mu)v_x\delta f$, because heat is energy less $\mu$ per particle. Both contain
\begin{equation}
\Sigma(\varepsilon)=2\int\frac{d^3k}{(2\pi)^3}\,\tau v_x^2\,
\delta(\varepsilon-\varepsilon_k)
=\tau\,\frac{v^2}{3}\,g(\varepsilon),
\end{equation}
where isotropy replaced $v_x^2$ by $v^2/3$. The density of states follows from $g\,d\varepsilon=k^2dk/\pi^2$ and $d\varepsilon=(\hbar^2k/m)dk$: it is $g=mk/(\pi^2\hbar^2)$. With $v=\hbar k/m$ this gives $\Sigma=\tau k^3/(3\pi^2m)$, and $k\propto\varepsilon^{1/2}$ gives the power $3/2$.

Inserting \eqref{df} into the two sums,
\begin{align}
J&=e^2K_0\mathcal E^*+eK_1\frac{T'}{T},\\
Q&=-eK_1\mathcal E^*-K_2\frac{T'}{T}.
\end{align}
At uniform temperature, $J=e^2K_0\mathcal E^*$, hence $\sigma=e^2K_0$. In an open circuit $J=0$ requires $e\mathcal E^*=-(K_1/K_0)T'/T$, and then
\begin{equation}
Q=\left(\frac{K_1^2}{K_0}-K_2\right)\frac{T'}{T}=-\kappa T'.
\end{equation}
This is the stated $\kappa$. $\square$

The same field defines the Seebeck coefficient $S=\mathcal E^*/T'=-K_1/(eTK_0)$. At $\mathcal E^*=0$ the heat conductivity would be $\kappa_0=K_2/T$. Therefore
\begin{equation}
\kappa_0-\kappa=\frac{K_1^2}{TK_0}=\sigma S^2T .
\label{seebeck}
\end{equation}
The open-circuit value is lower by the heat that the cancelled particle flow would have carried.

\textbf{Remark (a variance).} Put $x=(\varepsilon-\mu)/k_BT$ and $w(x)=1/[4\cosh^2(x/2)]$, so that $-\partial f_0/\partial\varepsilon=w/k_BT$. For $\Sigma\propto\varepsilon^s$,
\begin{equation}
K_n=\Sigma(\mu)(k_BT)^nI_n,\quad
I_n=\int_{-1/t}^{\infty}w(x)(1+tx)^s x^n\,dx,
\end{equation}
and Lemma 1 becomes
\begin{equation}
L=\left(\frac{k_B}{e}\right)^2
\left[\frac{I_2}{I_0}-\left(\frac{I_1}{I_0}\right)^2\right].
\label{variance}
\end{equation}
The bracket is the variance of $x$ under the weight $w(1+tx)^s$. An open circuit thus measures the energy spread of the conducting electrons about their own mean, not about $\mu$.

\section{Lemma 2: thermal moments}

\textbf{Lemma 2.} Let $M_n=\int_{-\infty}^{\infty}w(x)x^n\,dx$. The odd moments vanish, and
\begin{equation}
M_0=1,\quad M_2=\frac{\pi^2}{3},\quad
M_4=\frac{7\pi^4}{15},\quad M_6=\frac{31\pi^6}{21}.
\end{equation}

\textit{Proof.} The weight is even, which removes the odd moments. It is minus the derivative of $1/(e^x+1)$, which falls from 1 to 0, so $M_0=1$. For $x>0$, $w=e^{-x}/(1+e^{-x})^2=\sum_{j\ge1}(-1)^{j+1}j\,e^{-jx}$. For $p\ge1$ the integrated series converges absolutely, and $\int_0^\infty x^{2p}e^{-jx}dx=(2p)!/j^{2p+1}$ gives
\begin{equation}
M_{2p}=2(2p)!\sum_{j\ge1}\frac{(-1)^{j+1}}{j^{2p}}
=2(2p)!\,(1-2^{1-2p})\,\zeta(2p).
\end{equation}
The last step subtracts twice the even terms from the full zeta sum. Using $\zeta(2)=\pi^2/6$, $\zeta(4)=\pi^4/90$ and $\zeta(6)=\pi^6/945$ yields the values. $\square$

\section{Lemma 3: expansion near the Fermi level}

\textbf{Lemma 3.} With $c_j=s(s-1)\cdots(s-j+1)/j!$,
\begin{align}
I_0&=1+c_2M_2t^2+c_4M_4t^4+O(t^6),\\
I_1&=c_1M_2t+c_3M_4t^3+O(t^5),\\
I_2&=M_2+c_2M_4t^2+c_4M_6t^4+O(t^6).
\end{align}

\textit{Proof.} Split the integral at $|x|=1/(2t)$. Inside, $|tx|\le1/2$, and Taylor's theorem for $(1+tx)^s$ leaves a remainder bounded by a constant times $|tx|^N$. Its integral is $O(t^N)$, since all moments of $w$ are finite. Outside, $w\le e^{-|x|}$, while the other factors grow no faster than a power of $|x|$. That region, and the extension of the Taylor terms to all $x$, contribute at most a power of $1/t$ times $e^{-1/(2t)}$, which is smaller than any power of $t$. Integrating term by term and dropping odd moments proves the lemma. $\square$

\section{Proof of the theorem}

\textit{General exponent.} To order $t^2$, division of the series gives
\begin{equation}
\frac{I_2}{I_0}=M_2+c_2(M_4-M_2^2)t^2,\qquad
\left(\frac{I_1}{I_0}\right)^2=s^2M_2^2t^2.
\end{equation}
Since $L_0=M_2(k_B/e)^2$, equation \eqref{variance} divided by $L_0$ is
\begin{equation}
\frac{L}{L_0}=1+\frac{s(s-1)}{2}
\left(\frac{M_4}{M_2}-M_2\right)t^2-s^2M_2t^2+O(t^4).
\end{equation}
Here $M_4/M_2-M_2=7\pi^2/5-\pi^2/3=16\pi^2/15$. Hence the coefficient of $u$ is
\begin{equation}
\frac{8s(s-1)}{15}-\frac{s^2}{3}
=\frac{8s^2-8s-5s^2}{15}=\frac{s(3s-8)}{15},
\label{parts}
\end{equation}
which proves \eqref{general}. At $s=3/2$ the two parts are $+0.40$ and $-0.75$, with sum $-0.35$. The positive part belongs to $\kappa_0$; the negative part comes from stopping the current.

\textit{Next order for $s=3/2$.} The coefficients are $c_1=3/2$, $c_2=3/8$, $c_3=-1/16$, $c_4=3/128$. Through the orders needed,
\begin{align}
I_0&=1+\frac{u}{8}+\frac{7u^2}{640},\\
\frac{I_2}{M_2}&=1+\frac{21u}{40}+\frac{93u^2}{896},\\
I_1&=\frac{\pi^2t}{2}\left(1-\frac{7u}{120}\right).
\end{align}
The inverse of the first is $1-u/8+(1/64-7/640)u^2=1-u/8+3u^2/640$. Multiplication gives
\begin{align}
\frac{I_2}{M_2I_0}&=1+\left(\frac{21}{40}-\frac18\right)u
+\left(\frac{93}{896}-\frac{21}{320}+\frac{3}{640}\right)u^2\nonumber\\
&=1+\frac{2u}{5}+\frac{3u^2}{70}.
\end{align}
For the subtracted square, $(\pi^4t^2/4)/M_2=3u/4$, so
\begin{equation}
\frac{I_1^2}{M_2I_0^2}=\frac{3u}{4}
\left(1-\frac{7u}{60}-\frac{u}{4}\right)
=\frac{3u}{4}-\frac{11u^2}{40}.
\end{equation}
The difference has linear coefficient $2/5-3/4=-7/20$ and quadratic coefficient $3/70+11/40=89/280$. This is \eqref{main}. $\square$

\textbf{Corollary (fixed density).} Let $E_F$ be the Fermi energy at zero temperature and $u_F=(\pi k_BT/E_F)^2$. Then
\begin{equation}
\frac{L}{L_0}=1-\frac{7}{20}u_F+\frac{109}{420}u_F^2+O(u_F^3).
\end{equation}

\textit{Proof.} The number of states per volume below $\varepsilon$ is $k^3/(3\pi^2)\propto\varepsilon^{3/2}$. Integrating the density by parts, with no boundary term, gives $(\mu/E_F)^{3/2}I_0=1$ with the same $I_0$ as above. Thus $\mu/E_F=I_0^{-2/3}=1-u_F/12+O(u_F^2)$, and $u=u_F(E_F/\mu)^2=u_F+u_F^2/6+O(u_F^3)$. Substitution leaves the linear term unchanged and adds $-7/120$ to the quadratic one: $89/280-7/120=109/420$. $\square$

\section{Where the expansion stops}

For a nondegenerate gas, $\mu/k_BT\to-\infty$, the Fermi weight becomes proportional to $e^{-y}$ with $y=\varepsilon/k_BT$. Equation \eqref{variance} is then the variance of $y$ under $y^se^{-y}$. Gamma integrals give $\langle y\rangle=s+1$ and $\langle y^2\rangle=(s+2)(s+1)$, so the variance is $s+1$. For constant $\tau$,
\begin{equation}
L=\frac52\left(\frac{k_B}{e}\right)^2,\qquad
\frac{L}{L_0}=\frac{15}{2\pi^2}\simeq0.760.
\end{equation}
The degenerate series cannot be continued to this limit, where $\mu$ is negative. The full integrals show how it loses accuracy earlier:
\begin{center}
\begin{tabular}{cccc}
$k_BT/\mu$ & full integral & through $u$ & through $u^2$\\
0.05 & 0.9916 & 0.9914 & 0.9916\\
0.10 & 0.9688 & 0.9655 & 0.9686\\
0.15 & 0.9398 & 0.9223 & 0.9380\\
0.20 & 0.9126 & 0.8618 & 0.9114
\end{tabular}
\end{center}
At $k_BT/\mu=0.10$ the leading term overstates the reduction $1-L/L_0$ by about 11 per cent of that reduction; at 0.20 it does so by 58 per cent.

A separate calculation at $k_BT/\mu=0.12$ summed the Boltzmann response on a Cartesian grid in $\mathbf k$. Finite differences of the Fermi function supplied both driving terms, and the force was chosen to stop the current. It gave $L/L_0=0.957399$, the same to these digits as the energy integral.

\textbf{Remark (energy-dependent scattering).} If $\tau\propto\varepsilon^r$, then $s=3/2+r$. The coefficient in \eqref{general} is lowest at $s=4/3$, where it is $-16/45\simeq-0.356$. Constant $\tau$ therefore lies close to the strongest leading reduction that a power law can give. The coefficient vanishes at $s=8/3$, or $r=7/6$, and is positive above it: at $s=3$ it is $+0.20$. The sign of the correction is a property of the scattering as well as of the band.

For a smooth $\Sigma$ that is not a power, the same expansion applies with $s$ replaced by $\mu\Sigma'/\Sigma$ and $s(s-1)$ by $\mu^2\Sigma''/\Sigma$ in the first form of \eqref{parts}, primes now denoting energy derivatives at $\mu$. With the local exponent $p=d\ln\Sigma/d\ln\varepsilon$,
\begin{equation}
\frac{\mu^2\Sigma''}{\Sigma}=p(p-1)+\frac{dp}{d\ln\varepsilon}.
\label{local}
\end{equation}
A drift of the exponent with energy thus enters at the same order as the exponent itself.

\section{Example: a heavily doped semiconductor}

Take density $10^{18}\,\mathrm{cm^{-3}}$, $m=0.067\,m_e$, $T=77$ K and mobility $3000\,\mathrm{cm^2/Vs}$. These are rough values in the regime of heavily doped n-type GaAs. The mobility sets $\sigma$ and $\kappa$ but cancels from $L$.

The density gives $E_F=\hbar^2(3\pi^2n)^{2/3}/(2m)=54.4$ meV. With $k_BT=6.635$ meV, the density condition gives $\mu=53.7$ meV, so $t=0.1235$ and $u=0.1505$. Then
\begin{equation}
\frac{L}{L_0}\simeq1-0.0527+0.0072=0.9545,
\end{equation}
while the full integral gives 0.9554. Hence $L=0.9554\times2.443\times10^{-8}=2.334\times10^{-8}\,\mathrm{W\,\Omega/K^2}$. With $\sigma=481$ S/cm,
\begin{equation}
\kappa=(2.334\times10^{-8})(4.81\times10^4)(77)
=0.086\ \mathrm{W/(m\,K)}.
\end{equation}
Using $L_0$ instead would give 0.090, and the zero-field expression gives 0.096, both in W/(m K). The Seebeck coefficient is $-51\,\mu\mathrm{V/K}$. By \eqref{seebeck}, the open circuit lowers $L/L_0$ by $S^2/L_0=(51\times10^{-6})^2/(2.443\times10^{-8})=0.106$.

\textbf{Comparison with the real material.} The assumption of constant $\tau$ is not safe here. For charged impurities with static Thomas--Fermi screening (wave number $q$) in the Born approximation, the squared amplitude is proportional to $(2k^2y+q^2)^{-2}$, where $y=1-\cos\theta$. Weighting by the momentum loss $y$ gives
\begin{equation}
\frac1\tau\propto k\int_0^2\frac{y\,dy}{(2k^2y+q^2)^2}
=\frac{\ln(1+b)-b/(1+b)}{4k^3},\quad b=\frac{4k^2}{q^2}.
\end{equation}
With relative permittivity 12.9, the zero-temperature value $q^2=4k_F/(\pi a_B)$ ($a_B$ the effective Bohr radius) and the same $\mu$ and $T$, this model gives $L/L_0=1.004$: the reduction disappears. Static Lindhard screening in place of Thomas--Fermi shifts this to 1.003 and lowers the Born mobility quoted below by about 5 per cent. Only the energy dependence of $\tau$ enters this ratio. With one singly charged impurity per electron, the model's mobility at the Fermi energy is about $5000\,\mathrm{cm^2/Vs}$, above the $3000\,\mathrm{cm^2/Vs}$ assumed earlier. Part of the gap comes from the Born approximation: exact phase shifts for the same attractive potential give about $4200\,\mathrm{cm^2/Vs}$. They change $L/L_0$ only slightly, to 1.007. The model does not explain the rest. The local slope of $\tau$ at $E_F$ is 0.943, so $p=2.443$. A pure power with that exponent would give about 0.984 at leading order; the drift term in \eqref{local} and higher orders account for the difference.

Other omissions differ in size. The nonparabolic band $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/(2m)$, with $\alpha=0.58\,\mathrm{eV^{-1}}$ and the same density, temperature and constant $\tau$, gives 0.952. Electron--electron collisions that conserve momentum leave the current of a parabolic band unchanged but can relax the heat current. Their rate scale times $\tau$, $(k_BT)^2\tau/(\hbar E_F)$, is 0.14. This is an order of magnitude, not a computed change of $L$, but it exceeds the reduction of 0.045. It also varies as $T^2$, so at fixed $\tau$ cooling does not make it small relative to the correction. For optical phonons (Fr\"ohlich coupling 0.07) the golden-rule rate times $\tau$ is only 0.011 at the Fermi level without screening and 0.004 with static screening, but it is larger for the electrons that carry the heat. These lie several $k_BT$ from $\mu$, where the exclusion principle blocks phonon scattering less. Averaging the golden-rule rate with the weight $(-\partial f_0/\partial\varepsilon)\Sigma(\varepsilon)(\varepsilon-\mu)^2$ gives a rate times $\tau$ of about 0.12 without screening and 0.05 with static screening. Static screening is itself doubtful here: the plasmon energy, 40 to 44 meV (static permittivity 12.9 or high-frequency permittivity 10.9), is close to the phonon energy of 36 meV, so the two modes mix. Adding this scattering, out and in, to the linearized Boltzmann equation with the same $\tau$ lowers $L/L_0$ from 0.955 to about 0.87 without screening and 0.92 with static screening. Within this model optical phonons are therefore not negligible beside the reduction of 0.045.

The mean free path $\ell=61$ nm gives $k_F\ell=19$, which favours a semiclassical description. Yet $\hbar/\tau=2E_F/(k_F\ell)\simeq5.8$ meV is close to $k_BT$, and corrections beyond the Boltzmann equation have not been computed here.

Finally, the lattice conductivity is of order 100 W/(m K), a thousand or more times the electronic one. The difference between $L$ and $L_0$ then changes the total heat conductivity by only one to four parts in $10^5$, for lattice values from 400 down to 100 W/(m K). In this regime the theorem describes one contribution within a model; a measurement of total heat flow would not isolate it. The inputs and main results of the constant-$\tau$ example are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
k-space sum, kT/mu=0.12: L/L0 = 0.9573993
energy integral, same case: L/L0 = 0.9573993
exponent s=1.0: coefficient of (pi kT/mu)^2 = -0.3333
exponent s=1.5: coefficient of (pi kT/mu)^2 = -0.3499
  its zero-field part = +0.4000
  its zero-current part = -0.7499
exponent s=2.5: coefficient of (pi kT/mu)^2 = -0.0832
exponent s=3.0: coefficient of (pi kT/mu)^2 = +0.2000
second coefficient, using mu: 0.3180
second coefficient, using E_F: 0.2598
nondegenerate limit (mu=-12 kT): L/L0 = 0.7599
kT/mu: L/L0 full integral, one-term, two-term series
  0.05: 0.99156, 0.99136, 0.99156
  0.10: 0.96881, 0.96546, 0.96855
  0.15: 0.93979, 0.92228, 0.93795
  0.20: 0.91263, 0.86183, 0.91137
inputs: n=1.0e+18 cm^-3, m=0.067 m_e, T=77 K
input mobility = 3000 cm2/Vs
E_F = 54.42 meV; mu = 53.74 meV
kB T = 6.635 meV; kB T/mu = 0.1235
L/L0 full integral = 0.9554
L/L0 one-term series = 0.9473
L/L0 two-term series = 0.9545
L0 = 2.4430 e-8 W Ohm/K^2
L = 2.3340 e-8 W Ohm/K^2
Seebeck coefficient = -51.0 uV/K
conductivity = 480.7 S/cm; tau = 0.114 ps
kappa, zero current = 0.08638 W/(m K)
kappa, zero field = 0.09601 W/(m K)
screened impurities: dln(tau)/dln(E) at E_F = 0.943
screened impurities: L/L0 = 1.0042
nonparabolicity 0.580 /eV: L/L0 = 0.9519
e-e rate scale (kT)^2/(hbar E_F) times tau = 0.140
optical phonon: 36 meV, coupling 0.07
optical-phonon rate scale times tau = 0.0077
mean free path = 61.1 nm; k_F times path = 18.9
Boltzmann factor of valley at 0.3 eV = 7.6e-17
rough lattice kappa = 100 W/(m K); lattice/electron = 1158
rough permittivity = 12.9; gap = 1.5 eV
\end{verbatim}
